# Very small magnetic write errors from a Legendre moment expansion

## A bit with two states

Take a bit \(s=\pm1\) that is to be written as \(+1\). It starts at \(-1\) and flips once, at a rate \(\lambda\) per unit of time \(\tau\). The write error \(W\) is the probability that it still has \(s=-1\), so \(dW/d\tau=-\lambda W\) and \(W=e^{-\lambda\tau}\).

Suppose that a calculation stores the mean \(c=\langle s\rangle=1-2W\) instead. It solves \(dc/d\tau=\lambda(1-c)\) and finally forms \(W=(1-c)/2\). Double-precision numbers just below 1 are spaced by about \(1.1\times10^{-16}\), so an error of \(10^{-20}\) cannot be represented in \(c\), however well the equation is solved. The cure is to store the deviation \(d=c-1\) from the final value. It obeys \(dd/d\tau=-\lambda d\), and \(W=-d/2\) keeps its relative accuracy because \(d\) shrinks together with \(W\).

A magnet with a continuous angle has many moments in place of one, but the same fault and the same cure.

## The magnet and its density

Let \(\mathbf m\) be the unit magnetization of a single-domain magnet with easy axis \(\hat{\mathbf z}\), and \(x=m_z=\cos\theta\). The energy is \(KV(1-x^2)\), the anisotropy field is \(B_k x\hat{\mathbf z}\) with \(B_k=\mu_0H_k\), and \(\Delta=KV/(k_BT)\). A damping-like spin torque of strength \(b\), in tesla, pushes towards \(x=+1\). Its efficiency is taken as independent of angle; field-like torque, noise of the spin current and non-uniform magnetization are left out. With \(\gamma>0\) and damping \(\alpha\),

\[
\dot{\mathbf m}=\mathbf T+\alpha\,\mathbf m\times\dot{\mathbf m},\qquad
\mathbf T=-\gamma B_kx\,\mathbf m\times\hat{\mathbf z}-\gamma b\,\mathbf m\times(\mathbf m\times\hat{\mathbf z}).
\]

Since \(\mathbf m\cdot\dot{\mathbf m}=0\), we have \(\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}\). Taking \(\mathbf m\times\) of the equation and inserting the result gives \((1+\alpha^2)\dot{\mathbf m}=\mathbf T+\alpha\,\mathbf m\times\mathbf T\). For the \(z\) component use \((\mathbf m\times\hat{\mathbf z})_z=0\) and \([\mathbf m\times(\mathbf m\times\hat{\mathbf z})]_z=x^2-1\). The torque contributes through \(\mathbf T\), the anisotropy through \(\alpha\,\mathbf m\times\mathbf T\):

\[
(1+\alpha^2)\dot x=\gamma(1-x^2)(\alpha B_kx+b).
\]

With \(\tau=\alpha\gamma B_kt/(1+\alpha^2)\) and \(i=b/(\alpha B_k)\) this is

\[
\frac{dx}{d\tau}=v(x)=(1-x^2)(x+i).
\]

Near \(x=-1\), with \(y=1+x\), it reads \(dy/d\tau\approx2(i-1)y\). The initial state is unstable for \(i>1\), the case treated here.

Isotropic thermal noise produces diffusion on the sphere, whose axial flux is \(-D(1-x^2)\partial_xP\). Here \(P\) is the density per unit \(x\). At \(i=0\) the flux must vanish for the Boltzmann density \(e^{\Delta x^2}\), which requires \(x-2D\Delta x=0\), so \(D=1/(2\Delta)\). Hence

\[
\partial_\tau P=-\partial_x\{(1-x^2)[(x+i)P-D\,\partial_xP]\}.
\]

The magnet starts in equilibrium within its old well, \(P\propto e^{\Delta x^2}\) for \(x<0\) and zero otherwise. The write error is \(W=\int_{-1}^0P\,dx\).

## The direct scheme

Define \(c_l=\int P_l(x)P\,dx\), where \(P_l\) with an index is a Legendre polynomial. Multiply the density equation by \(P_l\) and integrate by parts. The flux vanishes at the poles, so

\[
\dot c_l=\int_{-1}^1P_l'(1-x^2)[(x+i)P-D\,\partial_xP]\,dx.
\]

A second integration by parts turns the diffusion term into \(D\int P\,[(1-x^2)P_l']'dx=-D\,l(l+1)c_l\), by Legendre's equation. For the drift use

\[
(1-x^2)P_l'=\frac{l(l+1)}{2l+1}(P_{l-1}-P_{l+1})
\]

and the recursion \((2n+1)xP_n=(n+1)P_{n+1}+nP_{n-1}\) for \(n=l\mp1\):

\[
xP_{l-1}=\frac{lP_l+(l-1)P_{l-2}}{2l-1},\qquad
xP_{l+1}=\frac{(l+2)P_{l+2}+(l+1)P_l}{2l+3}.
\]

The coefficient of \(P_l\) in the difference is

\[
\frac{l}{2l-1}-\frac{l+1}{2l+3}
=\frac{2l^2+3l-(2l^2+l-1)}{(2l-1)(2l+3)}
=\frac{2l+1}{(2l-1)(2l+3)}.
\]

The moments therefore obey a five-diagonal linear system:

\[
\begin{aligned}
\dot c_l={}&\frac{l(l+1)}{2l+1}\Big[i(c_{l-1}-c_{l+1})+\frac{l-1}{2l-1}c_{l-2}\\
&+\frac{2l+1}{(2l-1)(2l+3)}c_l-\frac{l+2}{2l+3}c_{l+2}\Big]-\frac{l(l+1)}{2\Delta}c_l .
\end{aligned}
\]

To recover \(W\), write \(P=\sum_l\frac{2l+1}{2}c_lP_l\). For \(l\ge1\), \((2l+1)P_l=(P_{l+1}-P_{l-1})'\), and \(P_{l+1}\) and \(P_{l-1}\) are equal at \(x=-1\). With \(c_0=1\),

\[
W=\frac12+\sum_{l\ge1}g_lc_l,\qquad g_l=\tfrac12[P_{l+1}(0)-P_{l-1}(0)].
\]

For even \(l\) both polynomials are odd and \(g_l=0\).

The direct scheme sets \(c_l=0\) for \(l>L\), propagates, and forms this sum. Take \(\Delta=60\), \(i=2\), \(\alpha=0.02\), \(B_k=0.5\) T and 300 K. One nanosecond is then 1.760 units of \(\tau\). With \(L=200\) the sum gives \(9.627\times10^{-7}\) after 5 ns, \(2.7\times10^{-15}\) after 10 ns and \(-1.6\times10^{-14}\) after 15 ns. The last value is no probability. The one at 10 ns looks plausible, but it is too small by a factor of seven. Both contain a nearly constant rounding offset of about \(-1.6\times10^{-14}\), which at 10 ns cancels most of the true error and at 15 ns swamps it. Its size and sign can change with the details of the arithmetic.

This is the fault of the two-state bit. A successful write makes the sum over \(l\ge1\) approach \(-1/2\), and \(W\) is what remains of two nearly equal numbers. A larger \(L\) leaves this subtraction in place.

## Removing the stationary state

Under constant drive the flux vanishes for

\[
P_s\propto e^{\Delta x^2+2\Delta ix},
\]

because \(D\,\partial_x\ln P_s=x+i\). Let \(c_l^s\) be its moments, \(W_s\) its weight at \(x<0\), and \(d_l=c_l-c_l^s\). The system is linear and \(c^s\) is stationary, so \(d\) obeys the same equations as \(c\). Normalization gives \(d_0=0\) at all times. What remains is a closed homogeneous system for \(l\ge1\), with

\[
\dot d=Md,\qquad W=W_s+\sum_{l\ge1}g_ld_l .
\]

The large cancelling parts are gone: \(\frac12+\sum g_lc_l^s\) has been replaced by \(W_s\), which is integrated directly from a positive density.

That \(d\) really decays follows from the density equation. With \(\delta P=P-P_s\), the flux of the deviation is \(-D(1-x^2)P_s\,\partial_x(\delta P/P_s)\), and an integration by parts gives

\[
\frac{d}{d\tau}\int\frac{\delta P^2}{P_s}dx=-2D\int(1-x^2)P_s\Big[\partial_x\frac{\delta P}{P_s}\Big]^2dx\le0 .
\]

The right side vanishes only if \(\delta P\propto P_s\), which zero total weight excludes unless \(\delta P=0\). All modes in \(d\) therefore decay, and at late times the slowest one sets both \(d\) and \(W-W_s\). The terms \(g_ld_l\) still cancel in part, but from then on they shrink together, so the loss of digits in this sum no longer grows with the pulse length. A slow accumulation remains: results for two converged cutoffs drift apart in proportion to \(\tau\), as a tiny error in the rate would make them, by some \(10^{-11}\) at \(\tau\approx100\) in the example.

A rounding error made at some moment is small relative to the current \(d\), not relative to 1, and it then decays by the same equation. The initial difference \(c-c^s\) carries an absolute error from quadrature and rounding, which can be well above \(10^{-16}\) but also decays. The modes are not orthogonal in the space of moments, so rounding may grow for a while before it decays. This growth is not bounded here, and the result needs an independent check.

The floor \(W_s\) can be estimated by hand. Near \(x=0\) the exponent of \(P_s\) has slope \(2\Delta i\), near \(x=1\) it has slope \(2\Delta(1+i)\), and the two exponents differ by \(\Delta(1+2i)\). For \(i>1\) and large \(\Delta\),

\[
W_s\approx\frac{1+i}{i}e^{-\Delta(1+2i)} .
\]

For the example this is \(1.5\,e^{-300}\approx7.7\times10^{-131}\), in agreement with the integrated value and irrelevant at the pulse lengths considered.

The algorithm is short. Compute the initial and stationary moments by quadrature and subtract them. Build \(M\) for \(1\le l\le L\), form \(e^{Mh}\) once for a step \(h\), and multiply \(d\) by it repeatedly. For \(\Delta=60\), \(i=2\) and \(L=200\), the errors are

- \(9.627\times10^{-7}\) after 5 ns,
- \(1.899\times10^{-14}\) after 10 ns,
- \(3.746\times10^{-22}\) after 15 ns.

## How large the cutoff must be

Setting \(d_l=0\) above \(L\) means that the omitted moments take their stationary values. The narrowest structure is the stationary peak at \(x=1\), \(P_s\approx\kappa e^{-\kappa(1-x)}\) with \(\kappa=2\Delta(1+i)\). For small angles \(1-x\approx\theta^2/2\) and \(P_l(\cos\theta)\approx J_0(l\theta)\), so

\[
c_l^s\approx\int_0^\infty\kappa\theta\,e^{-\kappa\theta^2/2}J_0(l\theta)\,d\theta
=e^{-l^2/(2\kappa)}=e^{-l^2/[4\Delta(1+i)]}.
\]

The initial peak has \(\kappa=2\Delta\) and needs fewer moments. For a relative accuracy \(\epsilon\) this suggests \(L\approx\sqrt{4\Delta(1+i)\ln(1/\epsilon)}\) as a first trial. It is not a bound: it considers only the size of the omitted stationary moments, and a stronger drive can need a much larger cutoff. For \(\Delta=60\) and errors near \(10^{-20}\), the value of \(L\) estimated for \(\epsilon=10^{-3}\) leaves \(W\) wrong by almost a factor of two at \(i=4\) and by three orders of magnitude at \(i=8\). The comparison below is for \(i=2\). Here \(4\Delta(1+i)=720\), and the errors at 15 ns compare with \(L=200\) as follows.

| \(L\) | \(W\) at 15 ns | relative change | \(e^{-L^2/720}\) |
|---|---|---|---|
| 20 | \(6.8\times10^{-6}\) | \(1.8\times10^{16}\) | 0.57 |
| 40 | \(3.5\times10^{-19}\) | \(9.4\times10^{2}\) | 0.11 |
| 60 | \(3.739\times10^{-22}\) | \(1.7\times10^{-3}\) | \(6.7\times10^{-3}\) |
| 80 | \(3.7457\times10^{-22}\) | \(3.4\times10^{-5}\) | \(1.4\times10^{-4}\) |
| 100 | \(3.7459\times10^{-22}\) | \(4.5\times10^{-7}\) | \(9\times10^{-7}\) |

In the table, the estimate gives the right order of magnitude from \(L=60\) to \(L=100\). At \(L=160\) the change is \(6\times10^{-11}\), far above \(e^{-L^2/720}\); the origin of this remainder was not tested.

At \(L=20\) and \(L=40\) the estimate is useless. It describes the omitted moments, not their effect on the eigenvalues of \(M\). If truncation makes the slowest rate too small by \(\epsilon_\lambda\), the late error is multiplied by \(e^{\epsilon_\lambda\tau}\), which grows with pulse length. How much of the failure at small \(L\) comes from this was not examined, but the cutoff has to be checked at the longest pulse of interest. A positive result is no sign of convergence: the value at \(L=20\) is positive and wrong by sixteen orders of magnitude.

## A check that does not subtract

Convergence in \(L\) cannot reveal an error common to all cutoffs. A second calculation divides the angle into cells and moves probability between neighbours. For cells of width \(w_j\) in \(x\), centres \(x_j\) and common face \(x_f\), the rate from \(j\) to \(j+1\) is

\[
k_{j\to j+1}=\frac{D(1-x_f^2)}{w_j(x_{j+1}-x_j)}\sqrt{\frac{P_s(x_{j+1})}{P_s(x_j)}} ,
\]

and the reverse rate has \(w_{j+1}\) and the inverse root. The probability flux then vanishes for cell contents \(w_jP_s(x_j)\). With \(q\) the largest total rate of leaving a cell, the transition matrix over a time \(h\) is \(e^{-qh}\sum_n(qh)^nB^n/n!\), where \(B\), the unit matrix plus the rate matrix divided by \(q\), has no negative entries. Only non-negative numbers are added, so a tail of \(10^{-22}\) keeps its digits.

Extrapolated from 800 and 1600 cells, this chain agrees with the Legendre values to a relative difference of \(9\times10^{-5}\) at all three pulse lengths. The test allowed \(3\times10^{-3}\) for the remaining grid error. The chain shares neither the basis nor the subtraction with the moment scheme.

## What sets the slope

The late decay can be found analytically for large \(\Delta\). Write \(a=i-1\). Let \(w(x,\tau)\) be the probability of an error for a magnet that starts at \(x\). It obeys the adjoint equation

\[
\partial_\tau w=(1-x^2)(x+i)\,\partial_xw+D\,\partial_x[(1-x^2)\,\partial_xw].
\]

The torque vanishes at \(x=-1\), and the late error depends on how far from this pole a magnet starts. Put \(1+x=Dz\), so that \(1-x^2=2Dz-D^2z^2\) and \(x+i=a+Dz\). To first order in \(D\) the operator on the right is \(B_0+V\), with

\[
B_0=2az\,\partial_z+2\,\partial_zz\,\partial_z,\qquad
V=D[(2-a)z^2\partial_z-\partial_zz^2\partial_z].
\]

For \(w_0=e^{-az}\), \(B_0w_0=[-2a^2z+2(-a+a^2z)]w_0=-2aw_0\), so the leading rate is \(2a\). The corresponding adjoint mode is the constant 1, since \(-2a\,\partial_z(z\cdot1)=-2a\). Multiplying the first-order eigenvalue equation by it and integrating removes the unknown correction to \(w_0\), leaving \(\delta\lambda\int w_0\,dz=-\int Vw_0\,dz\). The second term of \(V\) is a total derivative and integrates to zero. With \(\int z^2w_0'dz=-2\int zw_0dz=-2/a^2\) and \(\int w_0dz=1/a\),

\[
\lambda=2a+\frac{2D(2-a)}{a}+O(D^2)=2(i-1)+\frac{3-i}{(i-1)\Delta}+O(\Delta^{-2}).
\]

At \(\Delta=240\) the computed values of \(\Delta[\lambda-2(i-1)]\) are 0.988 for \(i=2\) and \(-0.334\) for \(i=4\), against the predicted 1 and \(-1/3\). The expansion needs a correction small against the leading rate, hence \((i-1)^2\Delta\gg1\). Close to the critical torque it fails, while the moment system remains valid.

The prefactor follows from the density near \(x=-1\). There \(\partial_\tau P=-\partial_y\{2y[aP-D\,\partial_yP]\}\). Insert \(P=e^{-y/m}/m\) with a mean \(m(\tau)\). The left side is \((\dot m/m)(y/m-1)P\), the right side \(2(a+D/m)(y/m-1)P\), so \(\dot m=2am+2D\). The initial density \(e^{\Delta x^2}\approx e^{\Delta-2\Delta y}\) has \(m(0)=D\), and

\[
m=\frac{D(ie^{2a\tau}-1)}{a}.
\]

Farther out noise is negligible at leading order, and a coordinate \(Y(x)\) can be chosen that grows as \(e^{2a\tau}\) along the whole noiseless path and equals \(y\) near the pole:

\[
\frac{d\ln Y}{dx}=\frac{2a}{v(x)}=\frac1{1+x}+\frac{a}{i+1}\,\frac1{1-x}-\frac{2}{i+1}\,\frac1{x+i}.
\]

Integration, with the constant fixed at the pole, gives

\[
Y=(1+x)\Big(\frac2{1-x}\Big)^{a/(i+1)}\Big(\frac a{x+i}\Big)^{2/(i+1)} .
\]

The error is the probability of \(Y<Y(0)\), which is \(1-e^{-Y(0)/m}\approx Y(0)/m\) at late times. Thus \(W\approx Ae^{-\lambda\tau}\) with the leading prefactor

\[
A=2\Delta\,\frac{i-1}{i}\,2^{(i-1)/(i+1)}\Big(\frac{i-1}{i}\Big)^{2/(i+1)} .
\]

For \(\Delta=60\), \(i=2\) this is \(60\times2^{-1/3}=47.6\); the moments give 48.8, or 2.5% more. At \(\Delta=240\) the excess is 0.65%, consistent with a correction of order \(1/\Delta\).

At 15 ns the small correction to the rate matters more than the correction to the prefactor. The computed rate is 2.0159, the first-order formula gives 2.0167, and the leading value is 2. Over \(\tau=26.4\) the difference from 2 contributes \(e^{0.0159\times26.4}\approx1.52\). Dividing by the prefactor ratio 1.025 gives 1.48, the factor by which the leading law overestimates the error at 15 ns.

## After the pulse

When the torque stops, magnets near the equator have yet to choose a well. Propagating \(d\) with \(i=0\) follows them. It omits thermal escape of the stationary part \(P_s\), that is, of correctly written magnets. The chain includes this escape and agrees to \(9\times10^{-5}\), so it is negligible after the 10 ns pulse considered here. Escape adds an amount that does not shrink with the write error. Its rate is about \(\sqrt{\Delta/\pi}\,e^{-\Delta}\) per unit \(\tau\), at most \(3\times10^{-25}\) over the settling time used below, so it has to be included as the write error approaches this level, near 17 ns here.

After a 10 ns pulse and a further 4.5 ns without torque, the error is 1.0023 times its value at the end of the pulse. The small increase can be derived. At \(i=0\) and near \(x=0\), the probability \(q\) of settling in the old well obeys \(xq'+Dq''=0\), so \(q=\frac12\mathrm{erfc}(\sqrt\Delta\,x)\). Since \(q(x)+q(-x)=1\), a density \(\rho\) changes the error by

\[
\int_0^\infty q(x)[\rho(x)-\rho(-x)]dx\approx\rho'(0)\int_0^\infty x\,\mathrm{erfc}(\sqrt\Delta\,x)\,dx=\frac{\rho'(0)}{4\Delta}.
\]

At late times the density in \(Y\) is uniform near \(Y(0)\), so \(\rho\propto Y'=2aY/v\). With \(v(0)=i\) and \(v'(0)=1\), \(\rho(0)/W=2a/i\) and \(\rho'(0)/\rho(0)=(2a-1)/i\). The relative change is

\[
\frac{(i-1)(2i-3)}{2i^2\Delta},
\]

which is \(1/480\approx0.0021\) here, close to the computed 0.0023. For \(i>3/2\), as here, more magnets lie just beyond the equator than just before it, so slightly more fall back than cross.

## Reading the result

For a chosen error \(W_s\ll W\ll1\) the pulse length follows from \(t=\ln(A/W)/\lambda_t\), with the computed \(A=48.8\) and \(\lambda_t=3.548\) per ns. For \(W=10^{-9}\),

\[
t=\frac{3.888+20.723}{3.548}\ \mathrm{ns}=6.94\ \mathrm{ns},
\]

and a fresh propagation over that time returns \(10^{-9}\). Each further decade costs \(2.303/3.548=0.65\) ns.

The numerical digits exceed what the model can say about a device. Since \(\ln W\) contains \(-2(i-1)\tau\), a drive 1% weaker, \(i=1.98\), raises the 15 ns error by a factor of about 2.8. A tilted field or another loss of axial symmetry couples in the azimuth, and the expansion then needs spherical harmonics. An axial torque that depends on angle changes \(v(x)\) and \(P_s\) and can widen the band of the matrix, but \(P_s\) still follows from the condition of zero flux. As long as the drive is constant and a unique stationary state exists, its subtraction still removes the cancellation against terms of order one; these cases were not computed here. Where no positive stationary density is known that could be integrated, the floor \(W_s\) must be computed with relative accuracy in another way, or be shown to be negligible. The numerical output lists the main values used here.

## Calculated quantities

```
barrier Delta = 60 (dimensionless)
drive i = 2.0 (dimensionless)
damping alpha = 0.02 (dimensionless)
anisotropy field mu0*Hk = 0.50 T
temperature = 300 K
barrier energy = 1.5511 eV
reduced time per ns = 1.76016 1/ns
reduced time of 5 ns = 8.8008 (dimensionless)
reference cutoff L = 200
write error after 5 ns = 9.626989e-07
write error after 10 ns = 1.898985e-14
write error after 15 ns = 3.745867e-22
direct sum after 5 ns = 9.626989e-07
direct sum after 10 ns = 2.664535e-15
direct sum after 15 ns = -1.620926e-14
stationary error under drive = 7.731e-131
L = 20: error at 15 ns = 6.778639e-06, rel. change = 1.8e+16
L = 40: error at 15 ns = 3.506907e-19, rel. change = 9.4e+02
L = 60: error at 15 ns = 3.739483e-22, rel. change = 1.7e-03
L = 80: error at 15 ns = 3.745740e-22, rel. change = 3.4e-05
L = 100: error at 15 ns = 3.745865e-22, rel. change = 4.5e-07
L = 120: error at 15 ns = 3.745867e-22, rel. change = 1.6e-09
L = 160: error at 15 ns = 3.745867e-22, rel. change = 6.4e-11
chain, 5 ns: error = 9.62615e-07, rel. difference = 8.7e-05
chain, 10 ns: error = 1.89882e-14, rel. difference = 8.7e-05
chain, 15 ns: error = 3.74554e-22, rel. difference = 8.7e-05
chain, 10 ns settled: error = 1.90310e-14, rel. difference = 9.2e-05
decay rate lambda = 2.015884 per unit tau
decay rate, first-order formula = 2.016667 per unit tau
decay rate = 3.54827 1/ns
prefactor from moments = 48.8045 (dimensionless)
prefactor, leading formula = 47.6220 (dimensionless)
15 ns: leading law with rate 2(i-1) / computed error = 1.4842
Delta=240, i=2: Delta*(lambda-2(i-1)) = 0.9877
Delta=240, i=4: Delta*(lambda-2(i-1)) = -0.3340
Delta=240, i=2: prefactor / leading formula = 1.0065
settling time in tau = 8.0 (dimensionless)
settling time = 4.545 ns
settled error after 10 ns pulse = 1.903276e-14
settled error / error at pulse end = 1.0023
pulse for error 1e-09 = 6.9361 ns
error recomputed for that pulse = 1.000000e-09
```
